# Epitaxial rotation of a weakly modulated adsorbed layer: a program that tests the result

```python
"""Epitaxial rotation of a weakly modulated layer (Novaco-McTague).
Result under test: the second-order energy of a harmonic isotropic layer on a
rigid sixfold substrate is lowest at the angle theta with
  cos(theta) = [1+(2 eta-1) z^2] / (z [(eta+1)+(eta-1) z^2])  if (eta-1) z > 1,
and at theta = 0 otherwise.
z   = |tau|/|G|, layer over substrate reciprocal vector length
eta = (lambda+2 mu)/mu, squared ratio of longitudinal to transverse sound speed
V   = modulus of each first-shell substrate Fourier amplitude, per layer cell
kL, kT = (lambda+2 mu) and mu times the layer cell area (energies)
q   = G - tau, wave vector of the modulation
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def rot(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


def formula_angle(z, eta):
    c = (1 + (2*eta - 1)*z**2) / (z*((eta + 1) + (eta - 1)*z**2))
    return np.arccos(min(1.0, c))


def stiffness(q, kL, kT):
    qq = np.outer(q, q)
    return kL*qq + kT*(q @ q*np.eye(2) - qq)


def linear_energy(theta, z, kL, kT, V=1.0, G=1.0, shell=(1, 0)):
    """Second-order energy per cell, summed over six substrate vectors."""
    g0 = shell[0]*np.array([G, 0.0]) + shell[1]*rot(np.pi/3) @ np.array([G, 0.0])
    total = 0.0
    for j in range(6):
        g = rot(j*np.pi/3) @ g0
        q = g - z*rot(theta) @ g
        total -= 0.5*V**2 * g @ np.linalg.solve(stiffness(q, kL, kT), g)
    return total


def best_angle(energy, upper):
    res = minimize_scalar(energy, bounds=(0, upper), method="bounded",
                          options={"xatol": 1e-11, "maxiter": 200})
    return res.x


# ---- symbolic algebra: stationarity, onset, wave vector, energy gain
z_, e_, c_ = sp.symbols("z eta c", positive=True)
den = 1 + z_**2 - 2*z_*c_
gain = ((1 - z_*c_)**2 + e_*z_**2*(1 - c_**2))/den**2
a_ = 1 + (2*e_ - 1)*z_**2
b_ = (e_ + 1) + (e_ - 1)*z_**2
assert sp.simplify(sp.diff(gain, c_) - 2*z_*(a_ - b_*z_*c_)/den**3) == 0
assert sp.expand(z_*b_ - a_ - (1 - z_)**2*((e_ - 1)*z_ - 1)) == 0
c_best = a_/(z_*b_)
assert sp.simplify(den.subs(c_, c_best) - (e_ - 1)*(1 - z_**2)**2/b_) == 0
excess = gain.subs(c_, c_best)*(1 - z_)**2 - 1
assert sp.simplify(excess - ((e_ - 1)*z_ - 1)**2/((e_ - 1)*(1 + z_)**2)) == 0

# ---- numerical minimisation of the tensor energy on both sides of the onset
print("Continuum tests: eta, z, minimised angle, formula angle (deg)")
for eta, z in [(1.5, 1.02), (2.05, 0.94), (1.97, 1.05), (3.0, 0.95), (11.0, 0.9)]:
    found = best_angle(lambda t: linear_energy(t, z, eta, 1.0), 0.5)
    expected = formula_angle(z, eta)
    assert abs(found - expected) < 1e-5
    assert (expected > 1e-4) == ((eta - 1)*z > 1)
    print(f"  {eta:5.2f} {z:5.2f} {np.degrees(found):8.4f} {np.degrees(expected):8.4f}")
for eta in (2.3, 3.0, 11.0):
    small = 1e-3*np.sqrt(1 - 2/eta)
    assert abs(formula_angle(1.001, eta)/small - 1) < 1e-2
for t in (0.0, 0.02, 0.05):
    first = linear_energy(t, 0.96, 3.0, 1.0)
    second = linear_energy(t, 0.96, 3.0, 1.0, shell=(1, 1))
    assert abs(second/first - 1) < 1e-9

# ---- discrete triangular lattice, unit springs and unit spacing
bonds = [rot(j*np.pi/3) @ np.array([1.0, 0.0]) for j in range(6)]


def spring_matrix(k):
    return sum((1 - np.cos(k @ r))*np.outer(r, r) for r in bonds)


tau_len = 4*np.pi/np.sqrt(3)
w = np.linalg.eigvalsh(spring_matrix(np.array([1e-3, 0.0])))
assert abs(w[1]/w[0] - 3) < 1e-4


def lattice_energy(theta, z):
    g = tau_len/z*rot(theta + np.pi/6) @ np.array([1.0, 0.0])
    return -3*g @ np.linalg.solve(spring_matrix(g), g)


deviation = []
print("Spring lattice (eta = 3): misfit, lattice angle, continuum angle (deg)")
for misfit in (0.04, 0.02, 0.01):
    z = 1 - misfit
    found = best_angle(lambda t: lattice_energy(t, z), 3*misfit)
    expected = formula_angle(z, 3.0)
    deviation.append(abs(found/expected - 1))
    print(f"  {misfit:5.2f} {np.degrees(found):8.4f} {np.degrees(expected):8.4f}")
assert deviation[1] < 0.02 and deviation[2] < 0.35*deviation[1]

# ---- real-space relaxation of a periodic spring lattice on a weak substrate
n = 12
a1, a2 = bonds[0], bonds[1]
pos = np.array([i*a1 + j*a2 for i in range(n) for j in range(n)])
hess = np.zeros((2*n*n, 2*n*n))
for i in range(n):
    for j in range(n):
        p = i*n + j
        for di, dj in ((1, 0), (0, 1), (-1, 1)):
            r = di*a1 + dj*a2
            s = ((i + di) % n)*n + (j + dj) % n
            block = np.outer(r, r)
            for x, y, sign in ((p, p, 1), (s, s, 1), (p, s, -1), (s, p, -1)):
                hess[2*x:2*x+2, 2*y:2*y+2] += sign*block
recip = 2*np.pi*np.linalg.inv(np.array([a1, a2])).T
g0 = recip[0] + (recip[0] + recip[1])/n
gs = np.array([rot(j*np.pi/3) @ g0 for j in range(6)])
green = np.linalg.pinv(hess, rcond=1e-10)
v_test = 1e-6
u = np.zeros((n*n, 2))
for _ in range(6):
    force = v_test*np.sin((pos + u) @ gs.T) @ gs
    u = (green @ force.ravel()).reshape(-1, 2)
relaxed = (0.5*u.ravel() @ hess @ u.ravel()
           + v_test*np.cos((pos + u) @ gs.T).sum())/(n*n)
response = -0.5*v_test**2*sum(g @ np.linalg.solve(spring_matrix(g), g) for g in gs)
assert abs(relaxed/response - 1) < 1e-3
print(f"Relaxed / linear-response energy, spring lattice: {relaxed/response:.6f}")

# ---- worked example: graphene on hexagonal boron nitride, rough values
a_layer, a_sub = 0.246, 0.2504          # nm
lam, mu = 330.0, 950.0                  # eV/nm^2
V = 2.0e-3                              # eV per cell
lam_sub, mu_sub = 350.0, 780.0          # eV/nm^2, one substrate layer
bending, c33, spacing = 1.4, 37e9, 0.335   # eV, Pa, nm
temperature = 300.0                     # K
area = np.sqrt(3)/2*a_layer**2
kL, kT = (lam + 2*mu)*area, mu*area
eta, z = kL/kT, a_sub/a_layer
G = 4*np.pi/(np.sqrt(3)*a_sub)
theta = formula_angle(z, eta)
E_of = lambda t: linear_energy(t, z, kL, kT, V, G)
assert abs(best_angle(E_of, 0.1)/theta - 1) < 1e-4
G1 = np.array([G, 0.0])
q = G1 - z*rot(theta) @ G1
q_len = np.linalg.norm(q)
psi = np.arctan2(abs(q[1]), abs(q[0]))
E0, E1 = E_of(0.0), E_of(theta)
resp = np.linalg.solve(stiffness(q, kL, kT), G1)
P, H = G1 @ resp, G1[0]*resp[1] - G1[1]*resp[0]


def moire_relax(t, amp, m=15, steps=45):
    """Full nonlinear relaxation; amp is the signed real Fourier amplitude."""
    vec = np.array([rot(2*np.pi*j/3) @ G1 for j in range(3)])
    qs = vec - z*vec @ rot(t).T
    s1, s2 = np.meshgrid(np.arange(m)/m, np.arange(m)/m, indexing="ij")
    phase = 2*np.pi*np.array([s1, s2, -s1 - s2])
    f = np.fft.fftfreq(m)*m
    k = f[:, None, None]*qs[0] + f[None, :, None]*qs[1]
    k2 = (k**2).sum(-1)
    k2[0, 0] = 1.0
    disp = np.zeros((m, m, 2))
    for _ in range(steps):
        arg = phase + np.einsum("ja,xya->jxy", vec, disp)
        frc = 2*amp*np.einsum("jxy,ja->xya", np.sin(arg), vec)
        fk = np.fft.fft2(frc, axes=(0, 1))
        along = k*((k*fk).sum(-1)/k2)[..., None]
        uk = (along/kL + (fk - along)/kT)/k2[..., None]
        uk[0, 0] = 0
        disp = np.fft.ifft2(uk, axes=(0, 1)).real
    arg = phase + np.einsum("ja,xya->jxy", vec, disp)
    energy = 0.5*(disp*frc).sum(-1).mean() + 2*amp*np.cos(arg).sum(0).mean()
    return energy, disp


weak = best_angle(lambda t: moire_relax(t, -V/100)[0], 0.03)
assert abs(weak/theta - 1) < 1e-2
odd = (moire_relax(theta, V/10)[0] - moire_relax(theta, -V/10)[0])/2
cubic = 1.5*(V/10)**3*(P**2 - 3*H**2)
assert abs(odd/cubic - 1) < 1e-2
theta_wells = best_angle(lambda t: moire_relax(t, -V)[0], 0.03)
theta_hills = best_angle(lambda t: moire_relax(t, V)[0], 0.03)
assert theta_wells < theta < theta_hills
E_full, u_full = moire_relax(theta, -V)

# ---- sizes of the other neglected effects
soft_L = 1/(lam + 2*mu) + 1/(lam_sub + 2*mu_sub)
soft_T = 1/mu + 1/mu_sub
eta_both = soft_T/soft_L
step = 1e-5
slope = (linear_energy(theta, z*np.exp(-step), kL, kT, V, G)
         - linear_energy(theta, z*np.exp(step), kL, kT, V, G))/(2*step)
strain = -slope/(4*(lam + mu)*area)
mass = 2*12.011*sc.atomic_mass
k_max = np.sqrt(4*np.pi/area)


def smear(k, kappa):
    omega = k*1e9*np.sqrt(kappa*sc.e/mass)
    u2 = sc.hbar/(2*mass*omega)/np.tanh(sc.hbar*omega/(2*sc.k*temperature))
    return area*k/(4*np.pi)*G**2*u2*1e18


phase2 = sum(quad(smear, q_len, k_max, args=(kap,))[0] for kap in (kL, kT))
k_z = c33*area*1e-18/(spacing*1e-9)/sc.e*1e-18      # eV/nm^2 per cell
E_z = lambda qq: -3*(G*V)**2/(k_z + bending*area*qq**4)
dE_z = E_z(q_len) - E_z(G*abs(1 - z))
cells = sc.k*temperature/sc.e/(E0 - E1)

print("Example: graphene on hexagonal boron nitride, rough parameters")
print(f"Layer, substrate lattice constants: {a_layer:.4f}, {a_sub:.4f} nm")
print(f"lambda, mu of layer: {lam:.0f}, {mu:.0f} eV/nm^2")
print(f"Amplitude V: {V*1e3:.2f} meV per cell; cell area {area:.5f} nm^2")
print(f"kL, kT: {kL:.2f}, {kT:.2f} eV; G: {G:.3f} 1/nm")
print(f"z: {z:.5f}; eta: {eta:.4f}; onset value (eta-1)z: {(eta-1)*z:.4f}")
print(f"Rotation angle, formula: {np.degrees(theta):.4f} deg")
print(f"Small-misfit estimate: {np.degrees(abs(1-z)*np.sqrt(1-2/eta)):.4f} deg")
print(f"Modulation wave vector q: {q_len:.4f} 1/nm; turned by {np.degrees(psi):.2f} deg")
print(f"Moire period rotated: {4*np.pi/np.sqrt(3)/q_len:.2f} nm")
print(f"Moire period aligned: {4*np.pi/np.sqrt(3)/(G*abs(1-z)):.2f} nm")
print(f"Energy aligned, rotated: {E0*1e3:.5f}, {E1*1e3:.5f} meV per cell")
print(f"Gain by rotation: {(E0-E1)*1e6:.3f} ueV per cell; relative {E1/E0-1:.5f}")
print(f"Cells for gain = kT at {temperature:.0f} K: {cells:.0f}; "
      f"flake side {np.sqrt(cells*area):.1f} nm")
print(f"Weakness parameter 2 V P: {2*V*P:.4f}")
print(f"Largest displacement, nonlinear: {np.sqrt((u_full**2).sum(-1)).max()*1e3:.3f} pm")
print(f"Nonlinear / linear energy at formula angle: {E_full/E1:.4f}")
print(f"Odd energy part / cubic formula at V/10: {odd/cubic:.5f}")
print(f"Nonlinear angle at V/100: {np.degrees(weak):.4f} deg")
print(f"Nonlinear angle, V_G < 0 (deep wells): {np.degrees(theta_wells):.4f} deg")
print(f"Nonlinear angle, V_G > 0 (high hills): {np.degrees(theta_hills):.4f} deg")
print(f"Substrate layer lambda, mu: {lam_sub:.0f}, {mu_sub:.0f} eV/nm^2")
print(f"Free top substrate layer: eta {eta_both:.4f}, "
      f"angle {np.degrees(formula_angle(z, eta_both)):.4f} deg")
print(f"Angle with lambda halved: {np.degrees(formula_angle(z, 2+lam/2/mu)):.4f} deg")
print(f"Strain if lattice constant is free: {strain:.3e}; over misfit {strain/(z-1):.4f}")
print(f"Mean square phase at {temperature:.0f} K: {phase2:.4f}; "
      f"energy factor {np.exp(-phase2):.4f}")
print(f"Bending {bending:.1f} eV, c33 {c33/1e9:.0f} GPa, layer spacing {spacing:.3f} nm")
print(f"Out-of-plane energy: {E_z(q_len)*1e3:.4f} meV per cell")
print(f"Its change on rotation / rotation gain: {dE_z/(E0-E1):.2e}")
print("all assertions hold")
```

Output:

```
Continuum tests: eta, z, minimised angle, formula angle (deg)
   1.50  1.02   0.0000   0.0000
   2.05  0.94   0.0000   0.0000
   1.97  1.05   0.2676   0.2676
   3.00  0.95   1.6367   1.6367
  11.00  0.90   5.3904   5.3904
Spring lattice (eta = 3): misfit, lattice angle, continuum angle (deg)
   0.04   1.3225   1.3126
   0.02   0.6603   0.6592
   0.01   0.3304   0.3302
Relaxed / linear-response energy, spring lattice: 0.999908
Example: graphene on hexagonal boron nitride, rough parameters
Layer, substrate lattice constants: 0.2460, 0.2504 nm
lambda, mu of layer: 330, 950 eV/nm^2
Amplitude V: 2.00 meV per cell; cell area 0.05241 nm^2
kL, kT: 116.87, 49.79 eV; G: 28.974 1/nm
z: 1.01789; eta: 2.3474; onset value (eta-1)z: 1.3715
Rotation angle, formula: 0.4020 deg
Small-misfit estimate: 0.3942 deg
Modulation wave vector q: 0.5574 1/nm; turned by 21.79 deg
Moire period rotated: 13.02 nm
Moire period aligned: 14.00 nm
Energy aligned, rotated: -0.32095, -0.32902 meV per cell
Gain by rotation: 8.072 ueV per cell; relative 0.02515
Cells for gain = kT at 300 K: 3203; flake side 13.0 nm
Weakness parameter 2 V P: 0.1097
Largest displacement, nonlinear: 6.946 pm
Nonlinear / linear energy at formula angle: 1.0112
Odd energy part / cubic formula at V/10: 0.99992
Nonlinear angle at V/100: 0.4017 deg
Nonlinear angle, V_G < 0 (deep wells): 0.3628 deg
Nonlinear angle, V_G > 0 (high hills): 0.4270 deg
Substrate layer lambda, mu: 350, 780 eV/nm^2
Free top substrate layer: eta 2.4020, angle 0.4261 deg
Angle with lambda halved: 0.3025 deg
Strain if lattice constant is free: 1.394e-04; over misfit 0.0078
Mean square phase at 300 K: 0.0122; energy factor 0.9879
Bending 1.4 eV, c33 37 GPa, layer spacing 0.335 nm
Out-of-plane energy: -0.2788 meV per cell
Its change on rotation / rotation gain: 1.71e-03
all assertions hold
```
